\section*{Terman's Interface-State Density from High-Frequency Capacitance Stretch-Out}

\section{Reading and testing the result}

\subsection{Symbols and equivalent forms}

From the first half we need the measured gate voltage $V$, the ideal voltage $V_{\rm id}=\psi-Q_s/C_{\rm ox}$ and their difference $\Delta V$ at equal high-frequency capacitance. The surface potential is $\psi$, the semiconductor charge $Q_s$, and the high-frequency semiconductor capacitance $C_s$, which is in series with $C_{\rm ox}$. The bulk hole density is $N$, $V_T=kT/q$, $u=\psi/V_T$, and $E_F=q(\psi-\phi_F)$ is the surface Fermi level relative to the intrinsic level. Terman's formula \eqref{eq:terman} gives the thermal average $\bar D$. We abbreviate the static trap capacitance as $C_{\rm it}=q^2\bar D$.

In depletion, and in weak inversion well below $\psi=2\phi_F$, we have $-dQ_s/d\psi\simeq C_s$. Differentiating the two voltages then gives
\begin{equation}
\frac{dV_{\rm id}}{d\psi}=1+\frac{C_s}{C_{\rm ox}},
\qquad
\frac{dV}{d\psi}=1+\frac{C_s+C_{\rm it}}{C_{\rm ox}} .
\label{eq:slopes}
\end{equation}
The second relation can be solved for the density without forming $\Delta V$:
\begin{equation}
q^2\bar D=C_{\rm ox}\left(\frac{dV}{d\psi}-1\right)-C_s .
\label{eq:direct}
\end{equation}

The stretch-out can also be read from slopes. Both devices have the same function $C_{\rm HF}(\psi)$, and $dC_{\rm HF}/dV=(dC_{\rm HF}/d\psi)/(dV/d\psi)$. At equal capacitance the numerator cancels in the ratio of slopes, leaving
\begin{equation}
S=\frac{(dC_{\rm HF}/dV)_{\rm id}}{(dC_{\rm HF}/dV)_{\rm meas}}
=\frac{dV/d\psi}{dV_{\rm id}/d\psi}
=1+\frac{C_{\rm it}}{C_{\rm ox}+C_s}.
\label{eq:stretch}
\end{equation}
A thicker oxide has a smaller $C_{\rm ox}$ and shows a larger stretch for the same traps.

\subsection{Energy resolution}

The weight $-\partial f/\partial E$ falls to half its maximum at $|E-E_F|=1.76\,kT$, so its full width is about $3.5\,kT$, or 91 meV at 300 K. Structure in $D(E)$ narrower than this is blurred.

For a smooth density, expand $D$ about $E_F$ and set $z=(E-E_F)/kT$. The weight is even in $z$, so the linear term vanishes. The second moment follows by expanding the weight for $z>0$:
\begin{align}
\int_{-\infty}^{\infty}\frac{z^2e^z\,dz}{(1+e^z)^2}
&=2\sum_{n=1}^{\infty}(-1)^{n+1}n\int_0^\infty z^2e^{-nz}dz
\nonumber\\
&=4\sum_{n=1}^{\infty}\frac{(-1)^{n+1}}{n^2}=\frac{\pi^2}{3}.
\label{eq:moment}
\end{align}
Multiplication by $\tfrac12(kT)^2D''$ gives, to leading order,
\begin{equation}
\bar D\simeq D+\frac{\pi^2}{6}(kT)^2D'' .
\label{eq:smooth}
\end{equation}
Peaks are lowered and valleys are raised.

\subsection{A worked extraction}

Take round model parameters: $N=10^{16}\ {\rm cm^{-3}}$, $n_i=10^{10}\ {\rm cm^{-3}}$, a 10 nm oxide, relative permittivities 12 and 4, a gap of 1.1 eV and a temperature of 300 K. They give $V_T=0.02585$ V, $\phi_F=0.3572$ V and $C_{\rm ox}=354.2\ {\rm nF\,cm^{-2}}$. The prescribed trap density is a constant $5\times10^{10}\ {\rm cm^{-2}\,eV^{-1}}$ plus a Gaussian of height $2\times10^{11}\ {\rm cm^{-2}\,eV^{-1}}$, centered at $-0.10$ eV with standard deviation 0.10 eV. Traps below the intrinsic level are donors and those above it are acceptors.

A synthetic measurement was made by solving Poisson's equation on a grid, computing its linear response with electrons frozen, and integrating the trap occupation. The extraction used the resulting voltages and capacitances, together with the known doping and oxide. Part of the result is as follows; $\bar D$ is in $10^{10}\ {\rm cm^{-2}\,eV^{-1}}$.
\begin{center}
\begin{tabular}{ccccc}
$\psi$ (V) & $C_{\rm HF}$ (nF\,cm$^{-2}$) & $V$ (V) & $\Delta V$ (V) & $\bar D$\\
0.25 & 52.49 & $-0.5280$ & $-0.8560$ & 23.1\\
0.30 & 48.15 & $-0.4646$ & $-0.8508$ & 21.8\\
0.35 & 44.77 & $-0.4025$ & $-0.8463$ & 17.7\\
0.45 & 39.77 & $-0.2832$ & $-0.8405$ & 8.9\\
0.55 & 36.18 & $-0.1681$ & $-0.8374$ & 5.6
\end{tabular}
\end{center}

Consider the row at 0.30 V. Equation \eqref{eq:series} gives
\begin{equation}
C_s=\frac{48.145\times354.168}{354.168-48.145}
=55.72\ {\rm nF\,cm^{-2}},
\label{eq:numCs}
\end{equation}
and inversion of Eq.~\eqref{eq:Cs} identifies $\psi=0.300$ V. The ideal voltage there is 0.38626 V, so $\Delta V=-0.46457-0.38626=-0.8508$ V. A two-point derivative between the neighboring rows, using the unrounded output, is
\begin{equation}
\bar D\simeq2.2105\times10^{12}\,
\frac{-0.84633+0.85599}{0.10}
=2.14\times10^{11}\ {\rm cm^{-2}\,eV^{-1}} .
\label{eq:secant}
\end{equation}
This is an average over the interval. The derivative of a spline through all the points gives $2.18\times10^{11}\ {\rm cm^{-2}\,eV^{-1}}$ at 0.30 V, equal to $1.66\times10^{-4}$ in Hartree atomic units.

At this potential the equivalent forms agree. With $dV/d\psi=1.25616$, Eq.~\eqref{eq:direct} gives
\begin{equation}
C_{\rm it}=354.17\times0.25616-55.72
=35.0\ {\rm nF\,cm^{-2}},
\label{eq:numCit}
\end{equation}
which is again $2.18\times10^{11}\ {\rm cm^{-2}\,eV^{-1}}$. Equation \eqref{eq:stretch} predicts $S=1+35.0/409.9=1.085$, the value found from the slopes of the two curves. A considerable trap density thus changes the slope by less than a tenth, which is why the input parameters must be accurate.

At the trap peak the bare density is $2.50\times10^{11}$ and its thermal average $2.32\times10^{11}\ {\rm cm^{-2}\,eV^{-1}}$. Equation \eqref{eq:smooth} gives a correction of $-2.2\times10^{10}$, against the actual $-1.8\times10^{10}\ {\rm cm^{-2}\,eV^{-1}}$. The peak is only about four thermal energies wide in standard deviation, so higher derivatives still matter.

In a further test the voltage offset and oxide charge were removed and all traps were made acceptors. The curve moved by 0.877 V, while the extracted density was unchanged within numerical rounding, as Eq.~\eqref{eq:deltaV} requires.

\subsection{The upper end of the potential range}

With the traps fully frozen, as in the synthetic data, and for $\psi$ between 0.15 and 0.55 V, the extracted density agrees with the separately integrated thermal average to about 0.2\%. At 0.55 V the values are $5.556$ and $5.545\times10^{10}\ {\rm cm^{-2}\,eV^{-1}}$. The small excess comes from the static electrons neglected in Eq.~\eqref{eq:Cs}.

To see this, measure length in $L_D$. Near the surface $u$ falls with slope $F=\sqrt{2(u-1)}$, so the electron density, in units of $N$, is about $re^ue^{-Fx}$. The additional potential dropped across this layer is
\begin{equation}
\Delta u\simeq re^u\int_0^\infty xe^{-Fx}dx=\frac{re^u}{F^2}.
\label{eq:electrons}
\end{equation}
The holes respond deeper inside, where the profile is that of an electron-free device with surface potential $\psi-V_T\Delta u$. The capacitance therefore returns this smaller potential. Since $\Delta u$ grows nearly as $e^u$, its derivative with respect to $u$ is about $\Delta u$, and the voltage derivative is overestimated by the relative amount $\Delta u$. The spurious density is
\begin{equation}
\delta D\simeq\frac{C_{\rm ox}}{q^2}\frac{dV}{d\psi}\,\Delta u .
\label{eq:electronerror}
\end{equation}
At 0.55 V, $re^u=1.7\times10^{-3}$, $F^2=40.5$ and $dV/d\psi\simeq1.14$. The result is $1.1\times10^{8}\ {\rm cm^{-2}\,eV^{-1}}$, which accounts for the difference. When Eq.~\eqref{eq:Cs} is used to find the potential, the exponential growth of this error limits the upper end of the range: it reaches 1.3\% of the density at 0.60 V. Equation \eqref{eq:direct} fails earlier, because it also counts the static capacitance of the electrons as trap capacitance; it is 1\% too high at 0.55 V and 7\% too high at 0.60 V.

\subsection{Errors in doping and voltage}

Suppose the ideal curve is computed with doping $(1+\delta)N$ instead of $N$. In depletion, Eq.~\eqref{eq:depletion} shows that equal $C_s$ requires equal $N/(\psi-V_T)$. The apparent potential is therefore
\begin{equation}
\psi_a-V_T=(1+\delta)(\psi-V_T).
\label{eq:psiapp}
\end{equation}
The depletion charge is $Q_s=-\sqrt{2q\varepsilon N(\psi-V_T)}$. Both factors under the root grow by $1+\delta$, so the charge itself grows by $1+\delta$. Apart from a constant, the false ideal voltage is thus $(1+\delta)V_{\rm id}(\psi)$. Using $d\psi_a=(1+\delta)d\psi$ and Eq.~\eqref{eq:slopes},
\begin{align}
q^2D_a
&=\frac{C_{\rm ox}}{1+\delta}
\left[\frac{dV}{d\psi}-(1+\delta)\frac{dV_{\rm id}}{d\psi}\right]
\nonumber\\
&=\frac{C_{\rm it}-\delta(C_{\rm ox}+C_s)}{1+\delta}.
\label{eq:doping}
\end{align}

An overestimated doping hides traps; an underestimated doping invents them. For $\delta=0.02$ in the example, the numerator is $35.0-0.02\times409.9=26.8\ {\rm nF\,cm^{-2}}$. This corresponds to $D_a=1.64\times10^{11}\ {\rm cm^{-2}\,eV^{-1}}$, 25\% below the true average, and the full extraction with the wrong doping gives the same value to these digits. In a device without traps, a doping error of 1\% produces a false density of magnitude $2.5$ to $2.6\times10^{10}\ {\rm cm^{-2}\,eV^{-1}}$, depending on its sign, at this potential. In general Eq.~\eqref{eq:doping} gives the error $D_a-\bar D=-\delta(C_{\rm ox}+C_s+C_{\rm it})/[q^2(1+\delta)]$, so thinner oxides make it worse.

Voltage errors behave similarly. If the difference of $\Delta V$ between two points is wrong by $\delta v$, the density is wrong by $(C_{\rm ox}/q^2)\,\delta v/\delta\psi$, where $\delta\psi$ is their separation. An error of 1 mV over 0.1 V amounts to $2.2\times10^{10}\ {\rm cm^{-2}\,eV^{-1}}$. A wider interval reduces it at the expense of energy resolution.

\subsection{Traps that follow the alternating signal}

Let a small fraction $\eta$ of the trap capacitance respond in phase. The capacitance then contains $C_s+\eta C_{\rm it}$ where the analysis expects $C_s$. From Eq.~\eqref{eq:depletion}, $dC_s/d\psi=-C_s/[2(\psi-V_T)]$, so to first order the potential is misread by
\begin{equation}
\delta\psi=\frac{\eta C_{\rm it}}{dC_s/d\psi}
=-2(\psi-V_T)\frac{\eta C_{\rm it}}{C_s}.
\label{eq:response}
\end{equation}
Take $\eta=0.02$ at every potential. At 0.30 V the error is $-6.9$ mV; inversion of the altered capacitance gives $-6.8$ mV. The apparent density rises to $2.66\times10^{11}\ {\rm cm^{-2}\,eV^{-1}}$, 22\% above the true average. The density error is much larger than 2\% because Eq.~\eqref{eq:terman} differentiates with respect to the misread potential. Its sign depends on how $\delta\psi$ varies: at 0.40 V, where the trap density falls steeply, the apparent density is too low.

To see what freezing demands, let the traps exchange holes with the valence band. A level with electron occupation $f$ captures holes at the rate $cp_sf$, where $c$ is the capture coefficient and $p_s=Ne^{-u}$ the surface hole density. It emits them at the rate $e_p(1-f)$. The two rates are equal in equilibrium, so $e_p=cp_sf/(1-f)$. A small deviation decays at the rate $cp_s+e_p=1/[\tau(1-f)]$, with $\tau=1/(cp_s)$. At angular frequency $\omega$ the level therefore responds with the factor $1/[1+i\omega\tau(1-f)]$. For a density that is nearly constant from a few $kT$ above $E_F$ to beyond $kT\ln(\omega\tau)$ below it, the thermal weight turns the average over energy into an integral over $f$, and the real part is
\begin{equation}
\eta=\int_0^1\frac{df}{1+\omega^2\tau^2(1-f)^2}
=\frac{\arctan(\omega\tau)}{\omega\tau}.
\label{eq:eta}
\end{equation}
A value of 0.02 corresponds to $\omega\tau=78$. The in-phase response then comes from levels with $1-f\lesssim1/(\omega\tau)$, about $kT\ln(\omega\tau)=0.11$ eV or more below $E_F$, where the density may differ from $\bar D$. For the peaked density of the example, a level-by-level integration at $\omega\tau=78$ gives 0.018 at 0.30 V but 0.043 at 0.45 V. Because $\tau$ grows as $e^u$, $\eta$ falls rapidly with potential. The misreading $\delta\psi$ then shrinks so quickly as $\psi$ rises that the apparent density at 0.30 V would be negative. The constant $\eta$ used above only illustrates the sensitivity. For scale, take a model capture cross section of $10^{-15}\ {\rm cm^2}$, a thermal velocity of $10^7\ {\rm cm\,s^{-1}}$ and a signal of 1 MHz. Then $\omega\tau$ is about 21, 140, 1000 and 6900 at 0.15, 0.20, 0.25 and 0.30 V, and the extracted density is negative, 33\% low, 7\% low and 1.4\% low. A cross section ten times smaller still leaves an error of 12\% at 0.15 V. Incomplete freezing thus sets the lower end of the usable range. The out-of-phase part also affects the measured capacitance after the series connection with the oxide, but here its contribution is smaller. If $A-iB$ is the complex capacitance of semiconductor and traps, the real part of the series combination equals that obtained from a real capacitance
\begin{equation}
A+\frac{B^2}{C_{\rm ox}+A}.
\label{eq:lossy}
\end{equation}
This follows by writing the series capacitance as $C_{\rm ox}-C_{\rm ox}^2/(C_{\rm ox}+A-iB)$ and taking its real part. The same average over $f$ gives $B=C_{\rm it}\ln(1+\omega^2\tau^2)/(2\omega\tau)=2.0\ {\rm nF\,cm^{-2}}$. The additional term is $0.01\ {\rm nF\,cm^{-2}}$, compared with $\eta C_{\rm it}=0.70\ {\rm nF\,cm^{-2}}$. This applies to the parallel-equivalent capacitance; a series-equivalent reading gives $B^2/A\simeq0.07\ {\rm nF\,cm^{-2}}$ instead.

The dc sweep imposes the opposite requirement. Traps too slow to follow it keep their charge, act as part of $Q_f$ and are missed by the derivative. The method therefore counts traps that are slow compared with the alternating signal and fast compared with the sweep. The numerical output below gives the remaining values.

\section*{Calculated quantities}
\begin{verbatim}
temperature 300 K; kT/q 0.025852 V
doping 1.0e+16 cm^-3; n_i 1.0e+10 cm^-3
oxide thickness 10.0 nm; gap 1.10 eV
relative permittivity: semiconductor 12.0, oxide 4.0
Cox 354.168 nF/cm^2; Cox/q 2.2105e+12 cm^-2 V^-1
phi_F 0.35716 V; Debye length 41.405 nm
trap base 5.00e+10, peak height 2.00e+11 cm^-2 eV^-1
trap peak energy -0.10 eV, width 0.10 eV
voltage offset -0.80 V; fixed charges 1.0e+11 cm^-2
Columns: psi (V), E_F (eV), C_HF (nF/cm^2), V_meas, V_ideal, DeltaV (V)
0.2000 -0.1572 58.3631 -0.59228 0.26875 -0.86103
0.2500 -0.1072 52.4865 -0.52799 0.32800 -0.85599
0.3000 -0.0572 48.1452 -0.46457 0.38626 -0.85084
0.3500 -0.0072 44.7658 -0.40253 0.44380 -0.84633
0.4000 +0.0428 42.0352 -0.34211 0.50077 -0.84288
0.4500 +0.0928 39.7668 -0.28316 0.55730 -0.84046
0.5000 +0.1428 37.8420 -0.22528 0.61345 -0.83873
0.5500 +0.1928 36.1809 -0.16809 0.66928 -0.83737
Columns: psi (V), D extracted, D thermal average, D bare (1e10 cm^-2 eV^-1)
0.20 20.873 20.873 21.986
0.25 23.147 23.147 24.949
0.30 21.848 21.848 23.246
0.35 17.707 17.707 17.997
0.40 12.800 12.800 12.211
0.45 8.908 8.908 8.115
0.50 6.608 6.606 6.048
0.55 5.556 5.545 5.275
two-point D, psi 0.25 to 0.35 V: 2.1366e+11 cm^-2 eV^-1
D at psi 0.30 V: 2.1848e+11 cm^-2 eV^-1 = 1.6648e-04 bohr^-2 hartree^-1
at psi 0.30 V: Cs 55.7197, trap capacitance 35.0040 nF/cm^2
dV/dpsi 1.25616; D from it 2.1848e+11 cm^-2 eV^-1
slope ratio: curves 1.08540, formula 1.08540
peak: bare 2.5000e+11, averaged 2.3186e+11 cm^-2 eV^-1
peak: leading correction -2.1987e+10 cm^-2 eV^-1
doping error 2.0 %: apparent psi 0.30548 V
apparent D 1.6412e+11, formula 1.6403e+11 cm^-2 eV^-1
trap response 2.0 %: potential error -6.763 mV, formula -6.889 mV
apparent D with trap response 2.6634e+11 cm^-2 eV^-1
DeltaV change, other charge and trap type: 0.87676 V
largest relative change of D in that test 3.4e-13
largest relative errors: Qs 7.9e-07, Cs 1.3e-05, D 2.0e-03
\end{verbatim}
